# Slow proton–hydrogen charge exchange: sine-squared law and logarithmic cross section, part 1

(Sections cited here and not found follow in the second part.)

## 1. What symmetry and dimensions already fix

A proton passes a hydrogen atom in its ground state and may leave with the electron:

$$
\mathrm{H^+ + H(1s)\;\longrightarrow\;H(1s)+H^+}.
$$

The two protons are identical, so the electron sees a potential that is unchanged by inversion through their midpoint. An electronic state can therefore be split into an even part (gerade, g) and an odd part (ungerade, u), and the motion of the protons does not mix them. "Electron on the first proton" is the sum of an even and an odd state; "electron on the second" is their difference. If each part stays in its own lowest level, the collision can change nothing but their relative phase. Transfer is then an interference effect, and its probability is a periodic function of that phase.

The phase is an energy difference times a time, divided by $\hbar$. For a given path the time spent in any interval of length is inversely proportional to the relative speed $v$. With $b$ the impact parameter, the phase must have the form

$$
\eta(b,v)=\frac{F(b)}{v},
$$

where $F$ does not depend on $v$.

The remaining argument concerns length. The energy difference comes from an electron reaching across the gap between the protons, and its wave function falls exponentially, with the Bohr radius as decay length. Hence $F$ falls roughly as $e^{-b}$ when $b$ is in bohr. The impact parameter at which $\eta$ has a fixed value of order one then grows roughly as $\ln(1/v)$. A cross section is an area, so its square root is a length, and this length inherits the logarithm.

What remains is to find the periodic function, the energy difference, the constant that defines the effective radius, and the accuracy of the word "linear". The result will be that $\sqrt\sigma$ is locally linear in $\ln v$, apart from a small ripple, with a mean slope that drifts slowly; it is not one straight line for all speeds.

Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are 1, lengths are in bohr and energies in hartree. In $\ln v$, the speed is divided by its atomic unit.

## 2. The collision model

The protons A and B move on a straight line relative to each other at constant speed. Their separation is

$$
R(t)=\sqrt{b^2+v^2t^2},
$$

with closest approach at $t=0$. The electron is treated by quantum mechanics in the field of these moving centres. With the origin at the midpoint, its Hamiltonian is

$$
h(t)=-\frac12\nabla^2-\frac1{|\mathbf r-\mathbf r_A(t)|}-\frac1{|\mathbf r-\mathbf r_B(t)|},
\qquad \mathbf r_B=-\mathbf r_A .
$$

Replacing $\mathbf r$ by $-\mathbf r$ exchanges the two attractive terms and leaves their sum unchanged. This is the inversion symmetry used above. The proton repulsion is omitted because it adds the same phase to every electronic state at a given $R$.

At each $R$ let $\psi_g$ and $\psi_u$ be the lowest even and odd eigenfunctions, real and normalized, with energies $E_g$ and $E_u$. Define

$$
\Delta E(R)=E_u(R)-E_g(R)>0 .
$$

The sign of $\psi_u$ is chosen positive around A and is carried along continuously as the axis turns. The combinations

$$
\psi_a=\frac{\psi_g+\psi_u}{\sqrt2},\qquad
\psi_b=\frac{\psi_g-\psi_u}{\sqrt2}
$$

become the 1s states on A and B at large separation. The electron starts on A.

## 3. Why the two parts evolve separately

Expand the electronic state in the instantaneous eigenfunctions:

$$
\Psi(t)=\sum_n c_n(t)\,\psi_n(t)\exp\left[-i\int^tE_n\,dt'\right].
$$

Insert this in $i\dot\Psi=h\Psi$. The derivative of the exponential produces $E_n$ and cancels the right-hand side. Projection on $\psi_n$ leaves

$$
\dot c_n=-\sum_m c_m\langle\psi_n|\dot\psi_m\rangle
\exp\left[i\int^t(E_n-E_m)\,dt'\right].
$$

The term $m=n$ vanishes: for a real normalized function, differentiating $\langle\psi_n|\psi_n\rangle=1$ gives $2\langle\psi_n|\dot\psi_n\rangle=0$. Terms joining even and odd states vanish because $\dot\psi_m$ has the parity of $\psi_m$. What is left is coupling to excited states of the same parity.

These couplings are proportional to $v$, since $\psi_m$ changes through the motion of the protons. They also oscillate at the frequency of the energy gap, $\omega$. If the wave function changes over a length $\ell$, the coupling acts during a time $\ell/v$. Many oscillations occur in that time when

$$
v\ll\omega\ell ,
$$

and transitions then average out. At large separation the gap is that between the $n=1$ and $n=2$ levels of hydrogen, $3/8$ hartree. With $\ell$ of order 1 bohr, the speed must then be well below about 0.4. The highest speed used in section 13, 0.3, is at the edge of this condition. In close collisions the gap above the lowest u level is smaller and the condition is stricter, as discussed below.

This adiabatic approximation sets $c_g$ and $c_u$ constant. Besides the transitions just discussed, two effects are left out.

First, an atom moving at speed $v/2$ relative to the midpoint carries a momentum factor, which $\psi_a$ lacks. The associated kinetic energy, $v^2/8$, is the same for the g and u parts at large $R$ and cancels from their phase difference. At finite $R$ a difference of order $v^2$ can remain; acting for a time of order $1/v$, it shifts the phase by an amount of order $v$.

Secondly, at small $R$ the lowest u level approaches an excited u level with one unit of angular momentum about the axis, since both become 2p states of the united ion He$^+$. Rotation of the axis can couple them. This affects close collisions, and its size is not calculated here.

## 4. The sine-squared probability

Initially $\Psi=\psi_a=(\psi_g+\psi_u)/\sqrt2$. Let

$$
\theta_g=\int E_g\,dt,\qquad \theta_u=\int E_u\,dt
$$

over a long time interval that contains the collision. After it,

$$
\Psi=\frac1{\sqrt2}\left(\psi_ge^{-i\theta_g}+\psi_ue^{-i\theta_u}\right).
$$

The amplitude for finding the electron on B is the projection on $\psi_b=(\psi_g-\psi_u)/\sqrt2$. Orthogonality removes the cross terms:

$$
A_{a\to b}=\frac12\left(e^{-i\theta_g}-e^{-i\theta_u}\right).
$$

Write $\bar\theta=(\theta_g+\theta_u)/2$ and $\eta=(\theta_u-\theta_g)/2$. Then $\theta_g=\bar\theta-\eta$ and $\theta_u=\bar\theta+\eta$, so

$$
A_{a\to b}=\frac12e^{-i\bar\theta}\left(e^{i\eta}-e^{-i\eta}\right)
=i e^{-i\bar\theta}\sin\eta .
$$

The common phase has no effect on the probability:

$$
\boxed{P(b,v)=\sin^2\eta,\qquad
\eta=\frac12\int_{-\infty}^{\infty}\Delta E\big(R(t)\big)\,dt .}
$$

The limits may be taken to infinity because $\Delta E$ falls exponentially, even though $\theta_g$ and $\theta_u$ separately grow without bound. The factor $\tfrac12$ in $\eta$ comes from factoring out the mean phase.

For a distant collision $\eta\ll1$ and $P\approx\eta^2$. For a closer one the electron may cross and return several times. At $\eta=\pi/2$ it is transferred with certainty in this approximation; at $\eta=\pi$ it is back on A.

The law can be tested without assuming that the electron follows two levels. Take one electron on a line in two moving wells,

$$
V(x,t)=-\frac1{\cosh^2(x-R/2)}-\frac1{\cosh^2(x+R/2)} .
$$

A single well has the bound function $1/\cosh x$. Since its second derivative is $1/\cosh x-2/\cosh^3x$, its energy is $-\tfrac12$, as in hydrogen, and its tail also decays as $e^{-|x|}$. The full time-dependent Schrödinger equation was solved for $b=2$, 3, 4, 5 and 6. At $v=0.05$ the transfer probability differs from $\sin^2\eta$ by at most 0.012. At $v=0.4$ the largest difference is 0.11. The test includes radial motion and the momentum carried by the moving atom, but a one-dimensional model cannot test axis rotation.

## 5. The splitting as a flow through the midplane

The next task is to find $\Delta E$ at large $R$. Now place A at the origin and B at $z=R$. The midplane $M$ is $z=R/2$, and $\Omega$ is the half space containing A.

The two eigenvalue equations are $h\psi_g=E_g\psi_g$ and $h\psi_u=E_u\psi_u$. Multiply the second by $\psi_g$ and the first by $\psi_u$, then subtract. The potential terms cancel:

$$
\Delta E\,\psi_g\psi_u
=-\frac12\left(\psi_g\nabla^2\psi_u-\psi_u\nabla^2\psi_g\right)
=-\frac12\nabla\cdot\left(\psi_g\nabla\psi_u-\psi_u\nabla\psi_g\right).
$$

The last equality holds because the two products of gradients cancel. Integrate over $\Omega$. The divergence theorem leaves the surface $M$, whose outward normal is $+z$, and $\psi_u$ vanishes there:

$$
\Delta E\int_\Omega\psi_g\psi_u\,dV
=-\frac12\int_M\psi_g\,\partial_z\psi_u\,dS .
$$

This identity needs no large-$R$ approximation. On $M$, reflection gives $\psi_b=\psi_a$ and $\partial_z\psi_b=-\partial_z\psi_a$. Therefore

$$
\psi_g=\sqrt2\,\psi_a,\qquad
\partial_z\psi_u=\sqrt2\,\partial_z\psi_a .
$$

The surface term is thus $-\int_M\psi_a\partial_z\psi_a\,dS$. On the left,

$$
\int_\Omega\psi_g\psi_u\,dV=\frac12\int_\Omega(\psi_a^2-\psi_b^2)\,dV
\longrightarrow\frac12
$$

at large $R$, because $\psi_a$ is then almost wholly inside $\Omega$ and $\psi_b$ almost wholly outside. Hence

$$
\Delta E\simeq-2\int_M\psi_a\,\partial_z\psi_a\,dS .
$$

Since $\psi_a$ decreases towards B, the right side is positive. The splitting measures how much of the atomic tail reaches the midplane.

## 6. How the other proton raises the tail

An undistorted 1s tail is not accurate enough, even at large $R$. Adding and subtracting the eigenvalue equations gives

$$
h\psi_a=\bar E\psi_a-\frac12\Delta E\,\psi_b,
\qquad \bar E=\frac{E_g+E_u}{2}.
$$

In $\Omega$ the last term is exponentially small compared with the first and is dropped. At large $R$ the far proton lowers the energy of the atomic electron by $1/R$, so $\bar E\simeq-\tfrac12-1/R$, apart from smaller polarization terms.

Write

$$
\psi_a=\chi\,\frac{e^{-r}}{\sqrt\pi},
$$

where $r$ is the distance from A, and let $r_b$ be the distance from B. Use

$$
\nabla e^{-r}=-\hat{\mathbf r}e^{-r},\qquad
\nabla^2e^{-r}=\left(1-\frac2r\right)e^{-r}.
$$

After division by $e^{-r}/\sqrt\pi$, the Schrödinger equation becomes

$$
-\frac12\nabla^2\chi+\partial_r\chi-\frac12\chi+\frac{\chi}{r}
-\frac{\chi}{r}-\frac{\chi}{r_b}
=-\frac12\chi-\frac{\chi}{R}.
$$

The terms in $1/r$ and $-\tfrac12$ cancel, leaving

$$
\partial_r\chi=\left(\frac1{r_b}-\frac1R\right)\chi+\frac12\nabla^2\chi .
$$

Between A and the midplane $\chi$ varies over distances of order $R$. Its first derivative is of order $1/R$ and its second of order $1/R^2$, so the last term is omitted at leading order. On the axis $r=z$ and $r_b=R-z$:

$$
\frac{d\ln\chi}{dz}=\frac1{R-z}-\frac1R .
$$

Near A the function must join the ordinary 1s state, so $\chi(0)=1$. Integration gives

$$
\ln\chi=-\ln(R-z)+\ln R-\frac zR,
\qquad
\chi=\frac{R}{R-z}e^{-z/R}.
$$

At the midpoint $\chi=2e^{-1/2}=1.213$. The attraction of B lowers the barrier and enhances the tail by an amount that stays finite as $R$ grows: the extra potential weakens as $1/R$, but it acts over a distance proportional to $R$.

The computed H$_2^+$ functions give 1.330 at $R=8$ and 1.276 at $R=16$. The excess over the limit is roughly halved when $R$ is doubled, as expected for a correction of order $1/R$.

## 7. The surface integral

On the midplane let $\rho$ be the distance from the axis, so $r^2=R^2/4+\rho^2$. For $\rho\ll R$, $2r\simeq R+2\rho^2/R$. The exponential therefore restricts $\rho$ to order $\sqrt R$. Over this region $\chi$ changes by a relative amount of at most order $1/R$, and its midpoint value may be used. The derivative of $\chi$ is also smaller by $1/R$ than that of $e^{-r}$, so

$$
\partial_z\psi_a\simeq-\frac zr\psi_a=-\frac{R}{2r}\psi_a .
$$

With $\chi^2=4/e$,

$$
\Delta E\simeq2\,\frac{4}{e\pi}\int_0^\infty
\frac{R}{2r}e^{-2r}\,2\pi\rho\,d\rho .
$$

Since $\rho\,d\rho=r\,dr$, the factor $r$ cancels:

$$
\Delta E\simeq\frac{8R}{e}\int_{R/2}^{\infty}e^{-2r}\,dr
=\frac{8R}{e}\,\frac{e^{-R}}2 .
$$

Thus

$$
\boxed{\Delta E(R)\simeq4R\,e^{-R-1}},
$$

with relative corrections of order $1/R$. The computed splitting divided by this expression is 1.092, 1.004, 1.018 and 1.018 at $R=2$, 8, 12 and 16. The approach to 1 is not monotonic, so the close agreement at $R=8$ is not a measure of convergence. At the three larger separations the formula is nevertheless accurate to 2% relative to the computed splitting.

# Second half: from the splitting to the cross section

## 8. Quantities carried forward

The impact parameter is $b$, the relative speed is $v$, and the proton separation is $R=\sqrt{b^2+v^2t^2}$. All are in atomic units. The lowest odd and even electronic levels differ by $\Delta E(R)$, which behaves as $4Re^{-R-1}$ at large $R$. On a straight path, with transitions to other levels neglected, the transfer probability is

$$
P=\sin^2\eta,\qquad \eta=\frac12\int_{-\infty}^{\infty}\Delta E\,dt .
$$

Let $s=vt$ be the distance along the path from closest approach. Since $dt=ds/v$,

$$
\eta=\frac{F(b)}v,\qquad
F(b)=\frac12\int_{-\infty}^{\infty}
\Delta E\!\left(\sqrt{b^2+s^2}\right)ds .
$$

The speed has been separated from the electronic problem. One function $F(b)$ serves all speeds for which the model is valid.

## 9. The path integral at large impact parameter

For large $b$ every separation on the path is large, so the asymptotic splitting may be used throughout:

$$
F(b)\simeq\frac2e\int_{-\infty}^{\infty}R e^{-R}\,ds .
$$

Substitute $s=b\sinh\tau$. Then $R=b\cosh\tau$ and $ds=b\cosh\tau\,d\tau$, which gives

$$
F(b)\simeq\frac{2b^2}{e}\int_{-\infty}^{\infty}
\cosh^2\tau\,e^{-b\cosh\tau}\,d\tau .
$$

The modified Bessel function has the integral form

$$
K_n(b)=\int_0^\infty e^{-b\cosh\tau}\cosh(n\tau)\,d\tau .
$$

Use $\cosh^2\tau=(1+\cosh2\tau)/2$. The integrand is even in $\tau$, and the resulting factor 2 cancels the denominator:

$$
F(b)\simeq\frac2e b^2\left[K_0(b)+K_2(b)\right].
$$

To see the decay, note that at large $b$ the integral comes from small $\tau$, where $\cosh\tau\simeq1+\tau^2/2$. The factor $\cosh^2\tau$ is 1 at leading order, and the Gaussian integral is

$$
e^{-b}\int_{-\infty}^{\infty}e^{-b\tau^2/2}\,d\tau
=\sqrt{\frac{2\pi}{b}}\,e^{-b}.
$$

Hence

$$
F(b)\simeq\frac{2\sqrt{2\pi}}e\,b^{3/2}e^{-b}.
$$

One power of $b$ comes from the factor $R$ in the splitting. The other half power comes from the length of path, of order $\sqrt b$, on which the separation remains close to $b$.

Define the local decay rate

$$
\alpha(b)=-\frac{d\ln F}{db}.
$$

Since $\ln F=\text{constant}+\tfrac32\ln b-b$ at this order,

$$
\alpha(b)\simeq1-\frac3{2b}.
$$

The rate is less than 1 and approaches 1 slowly. At $b=10$ this formula gives 0.850 per bohr, and the computed H$_2^+$ splitting gives 0.857. At $b=8$ the Bessel expression gives $F=0.01562$, compared with 0.01574 from the computed levels, a relative difference of about 0.7%.

We now have the transfer probability $\sin^2\eta$ with $\eta=F(b)/v$, and the forms of the level splitting and of $F(b)$ at large distances. It remains to integrate the probability over impact parameters and find how the cross section depends on speed.
